# Electron velocity, spectral weight and the phonon kink: two derivations, part 2

Coupling to phonons reduces an electron's velocity and sharp-peak weight at $k_F$ by the same factor $1+\lambda$ and puts a kink in the dispersion near the phonon energy. A first derivation used the pole of the Green function $G=1/(z-\varepsilon_k-\Sigma)$; a second follows.

Conventions: $\hbar=1$, $T=0$, energies measured from $\mu$, bare band $\varepsilon_k=v(k-k_F)$, $f_p=\theta(-\varepsilon_p)$. $H$ has eigenstates $|m\rangle$ with energies $E_m$ and ground state $|0\rangle$ with energy $E_0$:

$$G(k,z)=\sum_m \frac{|\langle m|c_k^\dagger|0\rangle|^2}{z-(E_m-E_0)}+\sum_m\frac{|\langle m|c_k|0\rangle|^2}{z+(E_m-E_0)} .\tag{1}$$

The weights sum to one. The spectral function is $A=-\operatorname{Im}G(k,\omega+i0)/\pi$, and $n(k)=\int_{-\infty}^0A\,d\omega$.

In the Holstein model, each of $L$ sites has an oscillator (operator $b$, energy $\omega_0$, coupling $g$):

$$\Sigma(z)=\frac{g^2}{L}\sum_p\left[\frac{1-f_p}{z-\varepsilon_p-\omega_0}+\frac{f_p}{z-\varepsilon_p+\omega_0}\right]+O(g^4).\tag{4}$$

Here $g$ and $\omega_0$ are read as already dressed and $q$-independent; vertex corrections are dropped.

With $\Sigma'=\partial_\omega\operatorname{Re}\Sigma$, $\gamma=-\operatorname{Im}\Sigma$, pole energy $E$, weight $Z$ and $v^*=dE/dk$, a $k$-independent $\Sigma$ gives

$$\frac{dE}{d\varepsilon_k}=1+\Sigma'(E)\frac{dE}{d\varepsilon_k}\quad\Rightarrow\quad\frac{dE}{d\varepsilon_k}=\frac1{1-\Sigma'(E)}=Z(E).\tag6$$

$$Z=\frac{v^*}{v}=\frac1{1+\lambda}.\tag7$$

Otherwise $v^*/v=Z(1+\partial_\varepsilon\Sigma)$.

For a flat band with density of states $N$ per site and half-bandwidth $D$,

$$\Sigma(z)=g^2N\big[\ln(z-\omega_0)-\ln(z-\omega_0-D)+\ln(z+\omega_0+D)-\ln(z+\omega_0)\big].\tag8$$

At $\omega=0$, $-\Sigma'$ is $\lambda_D=\lambda D/(D+\omega_0)$, with $\lambda=2g^2N/\omega_0$. For $D\to\infty$,

$$\operatorname{Re}\Sigma=\frac{\lambda\omega_0}2\ln\left|\frac{\omega_0-\omega}{\omega_0+\omega}\right|,\qquad\operatorname{Im}\Sigma=-\Gamma\,\theta(|\omega|-\omega_0),\qquad\Gamma=\frac{\pi\lambda\omega_0}{2}.\tag{9}$$

A momentum distribution curve (MDC), $A$ against $k$ at fixed $\omega$, has full width $2|\operatorname{Im}\Sigma|/v$ and peaks at

$$v(k-k_F)=\omega-\operatorname{Re}\Sigma(\omega)\tag{10}$$

The peak line has slope $d\omega/dk=v/s$, with $s=1-\Sigma'(\omega)$; for (9),

$$s(\omega)=1+\frac{\lambda\omega_0^2}{\omega_0^2-\omega^2}.\tag{11}$$

Example: $v=3$ eV Å, $\omega_0=0.050$ eV, $\lambda=0.5$, $g^2N=0.0125$ eV; at $D=5$ eV, $\lambda_D=0.495$ and $Z=0.669$. A program checks the results numerically, including (4) on a small ring.

## Second derivation: one level mixed with a fixed bath

Expression (4) has the form $\Sigma(z)=\sum_jV_j^2/(z-e_j)$ with real $V_j$ and $e_j$. Here $V_j^2=g^2/L$, and $e_j=\varepsilon_p+\omega_0$ for empty $p$, $e_j=\varepsilon_p-\omega_0$ for filled $p$. Consider the real symmetric matrix

$$h=\varepsilon\,|s\rangle\langle s|+\sum_je_j|j\rangle\langle j|+\sum_jV_j\big(|s\rangle\langle j|+|j\rangle\langle s|\big),$$

a level $|s\rangle$ at energy $\varepsilon=\varepsilon_k$ coupled to bath levels $|j\rangle$. Solve $(z-h)y=|s\rangle$. The bath rows read $(z-e_j)y_j=V_jy_s$, the first row reads $(z-\varepsilon)y_s-\sum_jV_jy_j=1$, and elimination of $y_j$ gives $y_s=1/(z-\varepsilon-\Sigma(z))=G$. On the other hand $y_s=\langle s|(z-h)^{-1}|s\rangle=\sum_ma_m^2/(z-E_m)$, with $E_m$ the eigenvalues of $h$ and $a_m=\langle s|\psi_m\rangle$. The spectral function is thus the set of eigenvalues, each weighted by the probability of finding the eigenvector on $|s\rangle$.

Every Green function of the form (1) can be written in this way. Take the diagonal matrix of its pole positions and the vector of square roots of its weights, which has unit length by the sum rule. Call that vector $|s\rangle$, and choose the remaining basis vectors to diagonalize the matrix within the space orthogonal to $|s\rangle$. The result has the shape of $h$, with a diagonal element equal to $\varepsilon_k$ plus a frequency-independent part of $\Sigma$. A $k$-independent self-energy is one for which the same $e_j$, $V_j$ and constant serve for all $k$.

The levels have a physical reading. A level at $\varepsilon_p+\omega_0$ is the added electron scattered into an empty state $p$ together with a phonon. A level at $\varepsilon_p-\omega_0$ is minus the energy of a hole in $p$ together with a phonon. It matters for an added electron as well: the ground state lowers its energy in second order by $(g^2/L)/(\varepsilon_k-\varepsilon_p+\omega_0)$ through the virtual process $p\to k$ plus a phonon, an electron placed in $k$ blocks the process, and the addition energy rises by that amount, which is the second term of (4) at $z=\varepsilon_k$.

For an eigenvector with components $a$ on $|s\rangle$ and $b_j$ on $|j\rangle$, the bath rows give $b_j=V_ja/(E-e_j)$. Normalization $a^2+\sum_jb_j^2=1$ then fixes the weight,

$$a^2=\Big[1+\sum_j\frac{V_j^2}{(E-e_j)^2}\Big]^{-1}.\tag{12}$$

The velocity follows from the Hellmann–Feynman theorem. Differentiating $E=\langle\psi|h|\psi\rangle$ gives $\langle\psi|\partial_\varepsilon h|\psi\rangle+E\,\partial_\varepsilon\langle\psi|\psi\rangle$, since $h$ acting on $\psi$ returns $E$, and the last term is zero for a normalized state. If the bath does not depend on $k$, $\partial_\varepsilon h=|s\rangle\langle s|$, so

$$\frac{dE}{d\varepsilon}=|\langle s|\psi\rangle|^2=a^2 .\tag{13}$$

The equality of velocity ratio and weight is here one line: raising $\varepsilon$ acts only on the part of the state that sits on the bare level, and the part that includes a phonon does not respond. At $E=0$, (12) reads $a^2=1/(1+\lambda)$ with $\lambda=\sum_jV_j^2/e_j^2=\sum_jb_j^2/a^2$, the ratio of the probability with a phonon level occupied to the probability on the bare level. For the flat band the two halves contribute equally, $\sum_j V_j^2/e_j^2=2g^2N\int_0^Dd\varepsilon'/(\varepsilon'+\omega_0)^2=\lambda_D$, as before. For $\lambda=0.5$ the ratio is one to two, and one third of the weight leaves the pole. Equation (12) also shows $0<Z\le1$ and $\lambda\ge0$, which the first derivation leaves open until $\Sigma$ is specified.

If $V_j$ depends on $\varepsilon$, (13) gains the term $2a\sum_jb_j\,\partial_\varepsilon V_j=a^2\sum_j\partial_\varepsilon(V_j^2)/(E-e_j)=a^2\,\partial_\varepsilon\Sigma$, which reproduces $v^*/v=Z(1+\partial_\varepsilon\Sigma)$. As a counterexample to (7), scale $V_j^2$ of the positive levels by $1+\varepsilon/e_1$ with $e_1=0.2$ eV and $D=5$ eV. The first two logarithms of (8) at $z=0$ give $-g^2N\ln(1+D/\omega_0)$, so $\partial_\varepsilon\Sigma=-(0.0125/0.2)\ln(1+5/0.050)=-0.2884$ and $v^*/v=0.6689\times(1-0.2884)=0.476$, while $Z$ stays at $0.669$. The program diagonalizes $h$ for a discretized bath and tests $Z$, $dE/d\varepsilon$, this counterexample, and the jump of $n(k)=\sum_{E_m<0}a_m^2$, found to be $0.6667$.

### The kink as level repulsion

The first row of the eigenvalue problem is $\varepsilon=E-\sum_jV_j^2/(E-e_j)$. The right side has the positive derivative $1/a^2$ and runs from $-\infty$ to $+\infty$ between neighbouring bath levels. There is no bath level in $(-\omega_0,\omega_0)$, so for every $\varepsilon$ exactly one eigenvalue lies between the highest negative and the lowest positive bath level. In the continuum limit these two levels move to $-\omega_0$ and $\omega_0$, the logarithm in (9) supplies the divergence at both ends, and exactly one eigenvalue lies in the gap $(-\omega_0,\omega_0)$. However large $\varepsilon$ becomes, the sharp state cannot pass $\omega_0$. Its slope must therefore go to zero, and by (13) its weight goes to zero with it. The weights of all eigenvalues add up to one, so what the gap state loses appears at $|\omega|>\omega_0$.

For $\varepsilon=0.05$ eV the gap state is at $E=0.03148$ eV, and (11) gives $Z=1/[1+0.5\times0.050^2/(0.050^2-0.03148^2)]=0.547$, with $0.453$ in the continuum. For $\varepsilon=0.10$ eV it is at $0.04841$ eV with $Z=0.111$ and $0.889$ in the continuum. At $k_F$ the split is $0.667$ and $0.333$. Energies and weights are tested by diagonalization, and the sum to one by integrating $A$ over $|\omega|>\omega_0$.

The reversal above $\omega_0$ follows from counting which levels push in which direction. In $\sum_jV_j^2/(\omega-e_j)$ a level above $\omega$ contributes a negative term and a level below a positive one. Take $\omega>0$ and let $x$ be the distance to a level. The negative levels lie at distances from $\omega+\omega_0$ to $\omega+\omega_0+D$ below. For $\omega<\omega_0$ the positive levels all lie above, at distances from $\omega_0-\omega$ to $\omega_0+D-\omega$. For $\omega>\omega_0$ those between $\omega_0$ and $\omega$ lie below and cancel, pair by pair, those within the same distance above; this symmetric cancellation is what the real part of $1/(x+i0)$ prescribes in a continuum. The uncancelled ones start at distance $\omega-\omega_0$. In both cases

$$\operatorname{Re}\Sigma=g^2N\left[\int_{\omega+\omega_0}^{\omega+\omega_0+D}\frac{dx}x-\int_{|\omega-\omega_0|}^{\omega_0+D-\omega}\frac{dx}x\right]\to-g^2N\ln\frac{\omega+\omega_0}{|\omega-\omega_0|}\quad(D\to\infty),$$

which is (9). The net downward push grows as the threshold is approached and shrinks once it is passed. A growing push means $s>1$ and a shrinking one $s<1$, and a push that shrinks faster than $\omega$ grows means $s<0$. Inside a gap $s=1/a^2\ge1$ by (12), so $s<1$ can occur only within the continuum, where the peak also has a width.

## A spread of phonon energies

Let each site carry several oscillators with energies $\Omega_\nu$ and couplings $g_\nu$. At order $g^2$ the vacuum average $\langle b_\nu b_{\nu'}^\dagger\rangle=\delta_{\nu\nu'}$ removes cross terms, and the self-energies add; in the second picture the baths are joined. With the Eliashberg function $\alpha^2F(\Omega)=N\sum_\nu g_\nu^2\delta(\Omega-\Omega_\nu)$, (9) becomes

$$\operatorname{Re}\Sigma=\int d\Omega\,\alpha^2F(\Omega)\ln\left|\frac{\Omega-\omega}{\Omega+\omega}\right|,\qquad\operatorname{Im}\Sigma=-\pi\int_0^{|\omega|}\alpha^2F\,d\Omega,\qquad\lambda=2\int\frac{\alpha^2F(\Omega)}{\Omega}d\Omega,$$

the last because each mode contributes $2g_\nu^2N/\Omega_\nu$. This identification of $\lambda$ holds at $T=0$ for a flat and wide band. Take the Debye shape $\alpha^2F=\lambda(\Omega/\omega_D)^2$ for $\Omega<\omega_D$, used here as a distribution of local modes; its moment is $2\lambda\int_0^1y\,dy=\lambda$. With $x=\omega/\omega_D>0$ and $y=\Omega/\omega_D$, $\operatorname{Im}\Sigma=-\pi\lambda\omega_Dx^3/3$ for $x<1$ and $-\pi\lambda\omega_D/3$ above. The cubic law vanishes faster than $\omega$, so (7) applies although there is no gap. For the real part integrate by parts with the antiderivative $(y^3-x^3)/3$ of $y^2$, which vanishes at the singular point, and use $(y^3-x^3)/(y-x)=y^2+xy+x^2$:

$$I(x)=\int_0^1y^2\ln|y-x|\,dy=\frac{1-x^3}3\ln|1-x|+\frac{x^3}3\ln|x|-\frac13\Big(\frac13+\frac x2+x^2\Big).$$

Then $\operatorname{Re}\Sigma=\lambda\omega_D[I(x)-I(-x)]$. In the difference the even polynomial terms cancel, the odd one gives $-x/3$, the terms in $\ln|x|$ give $\tfrac23x^3\ln x$, and the rest gives $\tfrac13\ln|(1-x)/(1+x)|-\tfrac13x^3\ln|1-x^2|$. Collecting,

$$\operatorname{Re}\Sigma=-\frac{\lambda\omega_D}3B(x),\qquad B=x+\ln\left|\frac{1+x}{1-x}\right|+x^3\ln\left|1-\frac1{x^2}\right| .$$

At $x\to1$ the terms $-\ln|1-x|$ and $x^3\ln|1-x|$ cancel and $B\to1+2\ln2$, which is finite. The derivatives of the three terms are $1$, $2/(1-x^2)$, and $3x^2\ln|1-x^{-2}|+x^3\cdot2/[x(x^2-1)]$. The rational pieces add to $1+(2-2x^2)/(1-x^2)=3$, and since $s=1+\lambda B'/3$,

$$s=1+\lambda\Big[1+x^2\ln\Big|1-\frac1{x^2}\Big|\Big].\tag{14}$$

At $x\to0$, $s\to1+\lambda$. The correction is positive and of order $x^2\ln(1/x^2)$: with $\omega_D=0.050$ eV, $s-1=0.564$ at $0.010$ eV, 13% above $\lambda$, against $0.521$, 4% above $\lambda$, for the single mode. The local value $s-1$ exceeds $\lambda$ for all $0<\omega<\omega_0$ with the single mode and, since the logarithm in (14) is positive when $x^2<1/2$, for $0<\omega<\omega_D/\sqrt2$ with the Debye shape, so a slope read over a window inside these ranges overestimates $\lambda$. The bracket in (14) vanishes when $\ln(u-1)=-u$ with $u=1/x^2$, that is $u-1=e^{-u}$, solved by $u=1.27846$ and $x=0.8844$. There, at $0.0442$ eV and not at $\omega_D$, $|\operatorname{Re}\Sigma|$ has its maximum of $0.0233$ eV and the slope crosses the bare value; at $0.045$ eV $s$ is already $0.913$. At $x=1$, $s\to-\infty$ logarithmically from both sides, and $s<0$ between $0.0489$ and $0.0516$ eV. For $x>1$ the inequality $\ln(1-u)<-u$ makes the bracket negative, so $s<1$, with $s=0.646$ at $0.060$ eV and $0.925$ at $0.100$ eV. The back-bending window is about a tenth of $|\operatorname{Im}\Sigma|=0.026$ eV at those energies. That this value has the same digits as the MDC width $0.02618$ Å$^{-1}$ of the single mode is an accident of $v=3$ eV Å, since one is $\pi\lambda\omega_D/3$ and the other $\pi\lambda\omega_0/v$. The closed form, (14), the position of the maximum and the ends of the window are tested against quadrature over $\Omega$, and the continuum weight at $k_F$ integrates to $0.3333=1-1/(1+\lambda)$. For the single mode the maximum of $|\operatorname{Re}\Sigma|$ and the singularity of $s$ both sit at $\omega_0$; for the Debye spectrum the singularity of $s$ stays at $\omega_D$ while the maximum lies below it.

## What each derivation assumes

The pole expansion takes $\Sigma(\omega)$ as a given function and needs it only near the Fermi level: differentiable real part, imaginary part vanishing faster than $\omega$, no dependence on $k$. It does not ask where $\Sigma$ comes from, and it handles a small width directly, which is why it covers the Debye case without change. Because it is local in frequency, it cannot say whether $\lambda$ is positive, whether a pole exists far from the Fermi level, or where the weight $1-Z$ has gone.

The level-mixing argument needs the whole function in the form $\sum_jV_j^2/(z-e_j)$ with nonnegative numerators. That form is not an extra hypothesis for an exact Green function, since it follows from the positive weights and the sum rule of (1); for an approximate $\Sigma$ it has to be checked, and (4) passes by inspection. In return the argument gives $0<Z\le1$, at most one state in a gap (exactly one when $\operatorname{Re}\Sigma$ diverges at both edges, as in (9)), the conservation of total weight, and $s\ge1$ inside a gap. Its limitation is that the Hellmann–Feynman step applies to one isolated eigenvalue. For the self-energy (4) with a single mode, the sharp state at $|E|<\omega_0$ is such an eigenvalue. In the Holstein model itself, terms beyond order $g^2$ can give weight in the gap to further states, with two electrons and a hole but no phonon. For the Debye spectrum the bath levels reach down to zero energy, the peak at $k\ne k_F$ is a cluster of many eigenvalues, each with small $a_m^2$, and (13) holds for each one but no longer describes the motion of the peak. There the sum $\sum_jV_j^2/e_j^2$ still converges, because the bath strength $\gamma(e)/\pi$ falls as $|e|^3$, and it still equals $\lambda$, but the statement about the peak comes from the first derivation.

Momentum independence enters at one line in each: the missing $\partial_\varepsilon\Sigma$ in (6), and $\partial_\varepsilon h=|s\rangle\langle s|$ in (13). For phonons it is a property of the order-$g^2$ term, and of its dressed version, when $g$ and $\omega_0$ do not depend on $q$; couplings that depend on $q$, a $q$-dependent dressing of the phonon, and vertex corrections can break it.

Neither derivation obtains the kink from momentum independence alone. Both need the frequency dependence that the phonon spectrum gives to $\Sigma$. The singular slope at $\omega_0$ or $\omega_D$ comes from a sharp feature of $\operatorname{Im}\Sigma$, a jump for the single mode and a break in slope for the Debye spectrum, and it is derived here with three inputs shared by the two routes: the step $f_p=\theta(-\varepsilon_p)$ at $T=0$, a density of states that is continuous and nonzero at the Fermi level (the singularity does not need flatness, but the closed forms (9) and (14), the value $\lambda=2g^2N/\omega_0$ and the result $s<1$ above the phonon energy do; a peak in the density of states can give $s>1$, or a further back-bending, above $\omega_0$), and the neglect of vertex corrections and of any $q$-dependence or broadening of the dressed phonon. The logarithms in (9) and (14) come from integration limits set by the Fermi step and the edge of the phonon spectrum, so a rounded step rounds them. With the Fermi function in place of the step in (4), and the parameters used above, $s$ stays positive everywhere, so the back-bending is gone, above about $59$ K for the single mode and about $17$ K for the Debye spectrum. Finite temperature is not otherwise treated here, nor is pairing. Reading $\operatorname{Re}\Sigma$ from a peak position further requires the bare band to be known. For a curved band the left side of (10) becomes $\varepsilon_k$; linearity over the width of the peak is needed only for the symmetric shape and the width $2|\operatorname{Im}\Sigma|/v$.

## Computed values

```
w0 = wD = 0.0500 eV
lambda = 0.5000 (dimensionless)
v = 3.0000 eV A
D = 5.0000 eV
g^2 N = 0.0125 eV
ring: 5 sites, 3 electrons, hopping 1.0 eV, phonon 0.7 eV, z = (0.5+0.5j) eV
ring: relative error of order-g^2 Sigma at g = 0.03 eV = 4.2e-04 (ratio)
ring: residual(g=0.06 eV)/residual(g=0.03 eV) = 15.99 (ratio)
ring: k-spread(g=0.06 eV)/k-spread(g=0.03 eV) = 15.98 (ratio)
Z at kF = 0.6667 (dimensionless)
jump of n(k) at kF, diagonalization = 0.6667 (dimensionless)
v* = 2.0000 eV A
v = 4.558e+05 m/s
v* = 3.039e+05 m/s
Gam = 0.03927 eV
lifetime 1/(2 Gam) = 8.38 fs
lambda at finite D = 0.49505 (dimensionless)
Z at finite D = 0.66887 (dimensionless)
k-dependent case e1 = 0.2 eV: dSigma/deps = -0.2884, v*/v = 0.4759 (ratios)
dressing shift of lambda = -0.00122, estimate = -0.00125 (dimensionless)
eps = 0.00 eV: pole E = 0.00000 eV, Z = 0.6667, continuum = 0.3333
eps = 0.05 eV: pole E = 0.03148 eV, Z = 0.5469, continuum = 0.4531
eps = 0.10 eV: pole E = 0.04841 eV, Z = 0.1111, continuum = 0.8889
w = 0.010 eV: ReSigma = -0.00507 eV, k-kF = 0.00502 1/A, s = 1.5208, v/s = 1.973 eV A
w = 0.030 eV: ReSigma = -0.01733 eV, k-kF = 0.01578 1/A, s = 1.7812, v/s = 1.684 eV A
w = 0.040 eV: ReSigma = -0.02747 eV, k-kF = 0.02249 1/A, s = 2.3889, v/s = 1.256 eV A
w = 0.055 eV: ReSigma = -0.03806 eV, k-kF = 0.03102 1/A, s = -1.3810, v/s = -2.172 eV A
w = 0.080 eV: ReSigma = -0.01833 eV, k-kF = 0.03278 1/A, s = 0.6795, v/s = 4.415 eV A
w = 0.150 eV: ReSigma = -0.00866 eV, k-kF = 0.05289 1/A, s = 0.9375, v/s = 3.200 eV A
end of back-bending w0 sqrt(1+lambda) = 0.06124 eV
MDC full width above w0 = 0.02618 1/A
Debye w = 0.0100 eV: ReSigma = -0.00526 eV, ImSigma = -0.00021 eV, s = 1.5636
Debye w = 0.0300 eV: ReSigma = -0.01759 eV, ImSigma = -0.00565 eV, s = 1.6036
Debye w = 0.0450 eV: ReSigma = -0.02323 eV, ImSigma = -0.01909 eV, s = 0.9127
Debye w = 0.0495 eV: ReSigma = -0.02085 eV, ImSigma = -0.02540 eV, s = -0.4097
Debye w = 0.0505 eV: ReSigma = -0.01889 eV, ImSigma = -0.02618 eV, s = -0.5029
Debye w = 0.0600 eV: ReSigma = -0.01291 eV, ImSigma = -0.02618 eV, s = 0.6464
Debye w = 0.1000 eV: ReSigma = -0.00664 eV, ImSigma = -0.02618 eV, s = 0.9246
Debye continuum weight at kF = 0.3333 (dimensionless)
Debye: u = 1.27846, x of largest |ReSigma| = 0.8844 (dimensionless)
Debye: largest |ReSigma| = 0.02326 eV at w = 0.04422 eV
Debye back-bending from 0.04894 eV to 0.05156 eV
```
